# Drift of a Circular Void Driven by Surface Electromigration

A metal film carries a steady current. A cylindrical void of radius $a$ passes straight through its thickness, so that the problem is two-dimensional. Far from the void the electric field is uniform, $\mathbf E=E_0\hat{\mathbf x}$ with $E_0>0$. The following assumptions hold unless a part changes them.

- The void is insulating, and the film is much wider than $a$.
- Temperature and film resistivity are uniform. The void moves so slowly that the field is the steady field of its present outline.
- Atoms move only along the void surface, in a layer of thickness $\delta_s$ with diffusivity $D_s$. Both $D_s$ and the surface energy $\gamma$ are independent of surface orientation.
- The force on an atom is $Z^*e\mathbf E$, where $e>0$ and the effective valence $Z^*$ is negative: the electron wind outweighs the direct force of the field.

Polar coordinates $(r,\theta)$ are centred on the void, with $\theta=0$ along $\hat{\mathbf x}$. The arc length $s$ runs counterclockwise, and the normal $\mathbf n$ points from the void into the metal. The curvature $\kappa$ is positive for a convex void, so a circle has $\kappa=1/a$. The atomic volume is $\Omega$.

## (a) The field along the surface

**Find the tangential electric field at the void surface.**

**Solution.** In a uniform conductor the potential obeys $\nabla^2\phi=0$. It must approach $-E_0r\cos\theta$ far away, and no current may enter the void, so $\partial_r\phi=0$ at $r=a$. The decaying harmonic function with the same angular dependence is $\cos\theta/r$. We therefore try

$$\phi=-E_0r\cos\theta+\frac{c\cos\theta}{r},\qquad \partial_r\phi\big|_{a}=-\Big(E_0+\frac{c}{a^2}\Big)\cos\theta .$$

The boundary condition gives $c=-E_0a^2$, hence

$$\phi=-E_0\Big(r+\frac{a^2}{r}\Big)\cos\theta .$$

The tangential field is

$$E_t=-\frac1r\,\partial_\theta\phi\Big|_{a}=-2E_0\sin\theta .$$

The minus sign means that at the top of the void, where the counterclockwise tangent is $-\hat{\mathbf x}$, the field points along $+\hat{\mathbf x}$. Its magnitude there is $2E_0$ because the current crowds around the obstacle. This value does not depend on $a$: Laplace's equation contains no length of its own.

## (b) From surface flux to surface motion

**Write the atom flux along an arbitrary void outline, and the normal velocity $v_n$ that it causes.**

**Solution.** The chemical potential comes from the surface energy. If a short piece $ds$ of the outline moves by $\delta n$ into the metal, its length grows by $\kappa\,\delta n\,ds$. For film thickness $h$ the energy grows by $\gamma h\kappa\,\delta n\,ds$. Adding one atom moves the surface the other way, with $h\,\delta n\,ds=-\Omega$. The energy change per added atom is thus $-\Omega\gamma\kappa$, and

$$\mu=\mu_0-\Omega\gamma\kappa .$$

The layer holds $\delta_s/\Omega$ atoms per unit area. By the Einstein relation their mobility is $D_s/k_BT$. The number crossing unit width of surface per unit time, counted positive counterclockwise, is

$$J=\frac{D_s\delta_s}{\Omega k_BT}\Big(Z^*eE_t-\frac{\partial\mu}{\partial s}\Big).$$

A piece $ds$ loses $(\partial J/\partial s)\,ds$ atoms per unit time and unit thickness. Each lost atom adds a volume $\Omega$ to the void, so the surface moves into the metal:

$$v_n=\Omega\,\frac{\partial J}{\partial s}.$$

## (c) The drift of the circle

**Show that the circle moves without changing shape. Find its velocity, and explain how the speed depends on $a$.**

**Solution.** On a circle $\kappa$ is constant, so $\partial\mu/\partial s=0$. With $Z^*=-|Z^*|$ and the field from (a),

$$J=\frac{D_s\delta_s}{\Omega k_BT}\,2|Z^*|eE_0\sin\theta .$$

Since $\partial/\partial s=(1/a)\,\partial/\partial\theta$,

$$v_n=\frac{2D_s\delta_s|Z^*|eE_0}{k_BT\,a}\cos\theta .$$

A rigid translation with velocity $V\hat{\mathbf x}$ has normal velocity $V\hat{\mathbf x}\cdot\mathbf n=V\cos\theta$. The two agree at every $\theta$, so the circle translates with

$$\boxed{V=\frac{2D_s\delta_s|Z^*|eE_0}{k_BT\,a}}$$

The velocity is along $+\mathbf E_0$, towards the cathode. The flux shows why: on the upper half $J>0$, so atoms run from the front ($\theta=0$) over the top to the rear ($\theta=\pi$). On the lower half $J<0$, which again carries them from front to rear. Atoms go towards the anode, and the void goes the opposite way.

The factor $1/a$ can be read from an atom count. Integrate $v_n=\Omega\,\partial J/\partial s$ from the front to the top, using $J(0)=0$:

$$\int_0^{\pi/2}V\cos\theta\,a\,d\theta=Va=\Omega J(\pi/2)=\frac{2D_s\delta_s|Z^*|eE_0}{k_BT}.$$

The flux over the top is the same for all radii, but the area that must be cleared per unit advance is proportional to $a$. At fixed far field, temperature and surface properties, a void of twice the radius therefore drifts at half the speed.

## (d) Does the circle survive a disturbance?

**Put the law of motion in scaled form, and decide whether the drifting circle is stable against small changes of shape.**

**Solution.** Because $E_t=-\partial\phi/\partial s$, we have $Z^*eE_t=|Z^*|e\,\partial\phi/\partial s$. The results of (b) combine to

$$v_n=B\,\frac{\partial}{\partial s}\Big(\frac{\partial\kappa}{\partial s}+\frac{|Z^*|e}{\Omega\gamma}\frac{\partial\phi}{\partial s}\Big),\qquad B=\frac{D_s\delta_s\Omega\gamma}{k_BT}.$$

Measure length in $a$, time in $a^4/B$ and potential in $E_0a$. The curvature term then carries $B/a^3$ and the field term carries $B|Z^*|eE_0/(\Omega\gamma a)$. Dividing by $B/a^3$, the unit of speed, gives

$$v_n=\partial_s(\partial_s\kappa+\chi\,\partial_s\phi),\qquad \chi=\frac{|Z^*|eE_0a^2}{\Omega\gamma}.$$

The number $\chi$ compares the electric drive with capillarity. On the unit circle $\phi=-2\cos\theta$, so $v_n=2\chi\cos\theta$ and the scaled speed is $2\chi$.

Now let $r=1+\rho(\theta,t)$ with small $\rho$, seen in the frame moving at $2\chi\hat{\mathbf x}$. Primes denote $\partial_\theta$, and all terms are kept to first order.

*Potential.* Write $\phi=-(r+1/r)\cos\theta+\phi_1$. The normal is $\hat{\mathbf r}-\rho'\hat{\boldsymbol\theta}$. On the displaced surface the unperturbed part has $\partial_r\phi=-2\rho\cos\theta$ and $\partial_\theta\phi=2\sin\theta$. Zero normal current requires

$$\partial_r\phi_1=2\rho\cos\theta+2\rho'\sin\theta=2g',\qquad g=\rho\sin\theta .$$

Expand $\phi_1=\sum_m c_mr^{-|m|}e^{im\theta}$. For $m>0$ this gives $-mc_m=2im\,g_m$, so $c_m=-2ig_m$. The surface potential is $-2\cos\theta+\phi_1$, since the unperturbed potential has zero radial slope at $r=1$.

*Derivatives.* To first order $\partial_s=(1-\rho)\partial_\theta$. The first-order part of $\partial_s^2\phi$ is therefore

$$\phi_1''-2\rho\cos\theta-(2\rho\sin\theta)'=\phi_1''-4\rho\cos\theta-2\rho'\sin\theta .$$

The curvature is $\kappa=1-\rho-\rho''$, which contributes $-\rho''-\rho''''$.

*Moving frame.* We subtract $2\chi\,\hat{\mathbf x}\cdot\mathbf n=2\chi(\cos\theta+\rho'\sin\theta)$. The zeroth-order terms cancel, leaving

$$\partial_t\rho=-\rho''-\rho''''+\chi(\phi_1''-4g').$$

For mode $m\ge1$ the last bracket is $-m^2c_m-4img_m=2im(m-2)g_m$. Since $\sin\theta=(e^{i\theta}-e^{-i\theta})/2i$, we have $g_m=(\rho_{m-1}-\rho_{m+1})/2i$. Hence

$$\dot\rho_m=-m^2(m^2-1)\rho_m+\chi\,m(m-2)(\rho_{m-1}-\rho_{m+1}).$$

The mean $\rho_0$ is constant because area is conserved. For $m=1$ we find $\dot\rho_1=-\chi\rho_0+\chi\rho_2$. A displacement of the centre by $X$ is $\rho=X\cos\theta$, or $\rho_1=X/2$. A slightly larger circle thus has $\dot X=-2\chi\rho_0$, which is the first-order form of $2\chi/(1+\rho_0)-2\chi$: the $1/a$ law again.

To study shape, choose the reference circle to have the same area, so $\rho_0=0$. For $m=2$ the field term vanishes and $\dot\rho_2=-12\rho_2$. For the rest define

$$S=\sum_{m\ge3}\frac{|\rho_m|^2}{m(m-2)} .$$

In $\dot S$ the coupling terms are $2\chi\,\mathrm{Re}\sum_{m\ge3}\rho_m^*(\rho_{m-1}-\rho_{m+1})$. Neighbouring pairs cancel, and what remains is $2\chi\,\mathrm{Re}(\rho_3^*\rho_2)$. Since $m^2(m^2-1)\ge72$ for $m\ge3$, and $|\rho_3|\le\sqrt{3S}$,

$$\dot S\le-144S+2\chi\sqrt{3S}\,|\rho_2| .$$

With $y=\sqrt S$ this reads $\dot y\le-72y+\sqrt3\,\chi|\rho_2(0)|e^{-12t}$. Multiplying by $e^{72t}$ and integrating,

$$y(t)\le y(0)e^{-72t}+\frac{\sqrt3\,\chi|\rho_2(0)|}{60}\big(e^{-12t}-e^{-72t}\big).$$

Every small disturbance of the two-dimensional outline dies out for every $\chi$; only a shift of position can remain. The result is linear and does not protect a void from finite disturbances. At large $\chi$ even the linear amplitudes can grow before they decay. For modes 2 to 30, the largest computed growth of the root-sum-square amplitude is a factor 1.66 at $\chi=100$, while none is found at $\chi=10$.

The full nonlinear law was also integrated for two finitely distorted voids in the same field, starting from $r=R(1+0.15\cos2\theta+0.08\sin3\theta)$ with $R=0.8$ and $1.6$. The length unit is the radius at which $\chi=1$, so (c) predicts a speed $2/a$. Both became round. Their final radii were 0.80576 and 1.61152, and their speeds 2.48213 and 1.24107. The exponent of speed against radius is $-1.00000$.

## (e) A film of finite width

**The void lies midway between the edges of a film of width $w$. Find the leading correction to its speed at fixed far field.**

**Solution.** The void adds the dipole potential $-E_0a^2x/r^2$ to the uniform field. Insulating edges at $y=\pm w/2$ are represented by equal image dipoles at $y=kw$, with $k=\pm1,\pm2,\dots$ On the line through an image perpendicular to $\hat{\mathbf x}$, at distance $|k|w$, its field is

$$-\partial_x\Big(-\frac{E_0a^2x}{x^2+y^2}\Big)\Big|_{x=0,\;|y|=|k|w}=\frac{E_0a^2}{k^2w^2}.$$

With $\sum_{k\ge1}k^{-2}=\pi^2/6$, the field acting on the void, and with it the speed, is multiplied by

$$1+\frac{\pi^2a^2}{3w^2}.$$

The next correction to the speed of a circular void is of order $(a/w)^4$ and comes from the change in the image strengths. At $w=20a$ the formula gives 1.0082, and a numerical solution of the field problem for a circular void gives 1.0083. At $w=10a$ the values are 1.0329 and 1.0340. The narrower the film, the more the speed exceeds the $1/a$ law. When the void is comparable in size with the film width, this expansion cannot be used.

## (f) Surface mobility that depends on orientation

**Let $D_s$ be multiplied by $m(\psi)=1+A\cos6\psi$, where $\psi$ is the direction of $\mathbf n$ and $0<A<1$. Find the steady speed for $\chi\ll1$.**

**Solution.** This symmetry suits side walls cut parallel to the threefold axis of an fcc crystal, since inversion makes opposite walls equivalent. If the outline were held circular, $v_n=\partial_\theta(2\chi m\sin\theta)$. The centroid of a unit circle of constant area moves at $(1/\pi)\oint\cos\theta\,v_n\,d\theta$. Integration by parts gives

$$\frac{2\chi}{\pi}\oint m\sin^2\theta\,d\theta=2\chi ,$$

because $\sin^2\theta=(1-\cos2\theta)/2$ contains no sixth harmonic. This is the isotropic speed, but $v_n$ is no longer that of a rigid translation. The outline must deform until it is.

In a steady state with scaled speed $U$, $v_n=U\cos\theta$ to leading order, so the scaled flux is $U\sin\theta+C$. On the nearly circular outline $\partial_s\phi=2\sin\theta$, and therefore

$$m(\kappa'+2\chi\sin\theta)=U\sin\theta+C,\qquad \kappa'=\frac{U\sin\theta+C}{m}-2\chi\sin\theta .$$

Two conditions fix the constants. First, $\kappa$ is periodic, so $\oint\kappa'd\theta=0$. As $1/m$ contains only harmonics 0, 6, 12 and so on, $\oint(\sin\theta/m)\,d\theta=0$, and $C=0$. Second, $\kappa=1-\rho-\rho''$ has no first harmonic, since $e^{i\theta}$ is removed by $1+\partial_\theta^2$. This is the condition that the outline closes. It gives $\oint\kappa'\sin\theta\,d\theta=0$, or

$$U\oint\frac{\sin^2\theta}{m}\,d\theta=2\pi\chi .$$

The second harmonic of $1/m$ vanishes, so the integral is $\tfrac12\oint d\theta/m$. To evaluate it, set $A=2b/(1+b^2)$ with $0<b<1$. Summing a geometric series,

$$1+2\sum_{k\ge1}(-b)^k\cos ku=\frac{1-b^2}{1+2b\cos u+b^2}=\frac{\sqrt{1-A^2}}{1+A\cos u}.$$

The left side averages to 1, so $\oint d\theta/m=2\pi/\sqrt{1-A^2}$ and

$$U=2\chi\sqrt{1-A^2}.$$

Slow orientations limit the steady transport. The small curvature differences drive a capillary flux that is of the same order in $\chi$ as the electric flux, although the shape is almost circular. The factor does not contain $a$, so in this regime the $1/a$ law keeps its form with a smaller coefficient.

## (g) A void in a copper film

**Estimate the drift for $a=50$ nm in a copper film 1000 nm wide and 200 nm thick, at 573 K and 2.0 MA/cm². How reliable is the estimate?**

**Solution.** The inputs are rough, and third digits are kept only so that the arithmetic can be followed. They are resistivity $4.0\ \mu\Omega\,$cm, $Z^*=-5$, $\delta_s=0.25$ nm, $\gamma=10.6$ eV/nm², $\Omega=0.0118$ nm³, and $D_s=D_0e^{-Q/k_BT}$ with $D_0=10^{-3}$ cm²/s and $Q=0.75$ eV. Then $k_BT=0.04938$ eV, the field is 8.0 V/cm, and the force is $|Z^*|eE_0=4.0\times10^{-6}$ eV/nm. The diffusivity is $D_s=2.53\times10^4$ nm²/s. Therefore

$$V=\frac{2(2.53\times10^4)(0.25)(4.0\times10^{-6})}{(0.04938)(50)}\approx0.0205\ \text{nm/s},$$

or about 74 nm/h. At the same field and temperature, the same wide-film formula gives 0.041 and 0.010 nm/s for radii of 25 and 100 nm.

The drive parameter is

$$\chi=\frac{(4.0\times10^{-6})(50)^2}{(0.0118)(10.6)}\approx0.080 ,$$

so capillarity dominates. With $B=1.61\times10^4$ nm⁴/s, a small elliptic distortion decays in $a^4/(12B)\approx32$ s. Drifting one diameter takes about 4900 s, which leaves ample time for the outline to stay round in the plane of the film.

The third dimension sets a stricter limit. Let the radius vary slightly along the thickness $h$, as $a+\epsilon\cos kz$ with $k=\pi/h$, the void walls meeting the film faces at right angles. The sum of the two principal curvatures then changes by $\epsilon(k^2-1/a^2)\cos kz$, and surface diffusion makes $\epsilon$ grow at the rate $Bk^2(1/a^2-k^2)$. This is positive if $h>\pi a$: the void begins to pinch, as a liquid jet does. Here $\pi a=157$ nm is less than the thickness of 200 nm, and the growth time is about 1650 s, shorter than the time to drift one diameter. The speed above therefore applies only while the walls are still nearly straight; how far the void drifts in that time depends on how uneven they were at the start. For a radius of 25 nm the variation with $k=2\pi/h$ grows fastest, in only about 100 s; at 100 nm the walls are stable. A two-dimensional void that is to drift far needs a film thinner than $\pi a$. That condition is not enough by itself: the whole estimate assumes that both film faces are covered and exchange no atoms with the void wall. If the upper face is a free surface on which atoms diffuse, a straight-walled hole costs $2\pi ah\gamma$ of wall and removes $\pi a^2\gamma$ of upper face (walls at right angles to the substrate mean that the lower face contributes nothing). The hole then tends to close for $a<h$ and to open for $a>h$, at a rate of rough order $B/(a^2h)\approx0.03$ nm/s here, comparable with the drift speed.

The temperature, 300 °C, is far above that of an ordinary working circuit. Since $D_s$ falls steeply on cooling, this speed does not apply there. The surface parameters are the weak point: a change of 0.05 eV in $Q$ alone changes $D_s$ and $V$ by a factor 2.75. If the same 0.05 eV separates the fastest and slowest surface orientations, then $(1+A)/(1-A)=2.75$ and $A=0.467$. If the $D_s$ used above is the average over orientations, then by (f) the steady speed falls by 12 percent, to about 0.018 nm/s; the numerical steady state gives the same factor, 0.884. If it is instead the value for the fastest orientation, the factor is $\sqrt{1-A^2}/(1+A)=0.60$. Finite width raises the speed by 0.8 percent. In a line much narrower than this film the void may fill much of the width, and then the expansion in (e) no longer applies.

Three other neglected effects are small here. If the heat flows straight down through 500 nm of oxide with conductivity 1.2 W/(m K), the film warms by 1.3 K and $D_s$ rises by 3.6 percent. For a stress of 100 MPa, tripled at the hole edge, and a modulus of 120 GPa, the ratio of elastic to capillary energy is $(3\sigma)^2a/(2Y\gamma)\approx0.011$, below $\chi$. With rough values for diffusion through the lattice, listed in the program, the ratio $D_{\rm lat}a/(D_s\delta_s)$ is about $10^{-7}$. Anisotropy of the surface energy, which can facet the void, conducting liners and grain boundaries have not been sized. The field in (a) also assumes that Ohm's law holds locally. In a free-electron estimate the mean free path at this resistivity is between 16 and 17 nm, a third of the 50 nm radius, so this is only approximate here and poorer still at 25 nm. The estimate is thus one of order of magnitude for the early drift. The $1/a$ scaling rests on the stated conditions, straight walls among them, and not on the values chosen for copper.

## Table of computed values

```
TESTS (scaled units)
ellipse surface potential, largest error: 2.2e-13
circle, largest departure from rigid motion: 2.2e-11
relaxed void: radius 0.80576, speed 2.48213, 2/radius 2.48213, out-of-round 4.8e-09
relaxed void: radius 1.61152, speed 1.24107, 2/radius 1.24107, out-of-round 1.9e-10
measured exponent of speed against radius: -1.00000
mode equations, largest error at chi = 3: 2.9e-05
chi = 0.0798: slowest rate -12.0000, largest transient gain 1.000
chi = 10: slowest rate -12.0000, largest transient gain 1.000
chi = 100: slowest rate -12.0000, largest transient gain 1.664
EXAMPLE INPUTS (rough typical values for copper)
temperature: 573 K; k_B T: 0.04938 eV
current density: 2.0 MA/cm2
resistivity: 4.0 micro-ohm cm
effective valence Z*: -5
surface diffusion prefactor: 1.0e-03 cm2/s; barrier: 0.75 eV
diffusing layer thickness: 0.25 nm
cell edge: 0.3615 nm; atomic volume: 0.01181 nm3
surface energy: 1.7 J/m2 = 10.611 eV/nm2
void radius: 50 nm; film width: 1000 nm; thickness: 200 nm
EXAMPLE RESULTS
far field: 8.00 V/cm; force on an atom: 4.000e-06 eV/nm
surface diffusivity: 2.532e-10 cm2/s = 2.532e+04 nm2/s
capillary coefficient B: 1.606e+04 nm4/s
chi: 0.0798
drift speed at radius 25 nm: 0.04102 nm/s
drift speed at radius 50 nm: 0.02051 nm/s
drift speed at radius 100 nm: 0.01025 nm/s
drift speed at radius 50 nm: 73.8 nm/h
same speed from the boundary-integral solver: 0.02051 nm/s
relaxation time of an elliptic distortion: 32.4 s
time to drift one diameter: 4876 s
NEGLECTED EFFECTS
film width, speed factor: formula 1.00822, solver 1.00829
width only 10 radii: formula 1.03290, solver 1.03402
barrier difference: 0.05 eV; diffusivity ratio: 2.753
sixfold mobility amplitude A: 0.4671
speed factor, frozen circle: 1.0000
speed factor, steady void: formula 0.8842, solver 0.8842
steady void, spread of radius / mean radius: 8.5e-04
oxide below film: 500 nm, 1.2 W/(m K)
Joule heating of film: 1.33 K; rise of D_s: 3.6 percent
stress: 100 MPa; modulus: 120 GPa; elastic/capillary energy: 0.0110
lattice diffusion inputs: 0.2 cm2/s, 2.05 eV
lattice/surface transport ratio: 1.5e-07
```
